\section*{Gailitis' theorem for resonance-averaged cross sections at a threshold}

\section{Two channels}

An electron meets a singly charged positive ion in channel 1. A second channel, $c$, has its threshold at a slightly higher energy $E_c$. Just above $E_c$ the core scatters incoming amplitudes into outgoing ones by a unitary symmetric matrix $\chi$. A fraction $|\chi_{11}|^2$ of the electrons leaves in channel 1 and a fraction $|\chi_{c1}|^2$ in channel $c$.

Just below $E_c$ the core acts almost unchanged, but an electron sent into $c$ cannot escape. The Coulomb tail turns it back, and it returns with a phase factor $z=e^{2\pi i\nu}$, where $E=E_c-1/(2\nu^2)$ in atomic units, which are used throughout. (The phase is derived in Section 3.) Summing over the number of excursions gives
\begin{equation}
S_{11}=\chi_{11}+z\chi_{1c}\chi_{c1}\left(1+z\chi_{cc}+z^2\chi_{cc}^2+\dots\right).
\end{equation}
Average over one unit of $\nu$. Since $\int_0^1 e^{2\pi i m\nu}d\nu=0$ for every non-zero integer $m$, only squares of single terms survive in $|S_{11}|^2$:
\begin{equation}
\langle S_{11}\rangle=\chi_{11},\qquad
\langle|S_{11}|^2\rangle=|\chi_{11}|^2+\frac{|\chi_{1c}|^4}{1-|\chi_{cc}|^2}
=|\chi_{11}|^2+|\chi_{1c}|^2=1 .
\end{equation}
The last steps use unitarity, $|\chi_{1c}|^2+|\chi_{cc}|^2=1$ and $|\chi_{11}|^2+|\chi_{1c}|^2=1$. The flux returning in channel 1 is thus not continuous: it is 1 below and $|\chi_{11}|^2$ above. Two things are continuous: the flux with capture into $c$ counted, and the mean amplitude.

\section{Statement and assumptions}

Let there be several open channels $o$ and one or more closed channels $c$ with a common threshold $E_c$. Outside a finite core the channels are uncoupled, and each closed one has the potential $-1/r+l(l+1)/(2r^2)$. The core solution is smooth in energy. Channels with higher thresholds are included in it. If one of their resonances lies at or near $E_c$, the limits below are assured once $1/(2\nu^2)$ is much smaller than the width of that resonance or its distance from $E_c$, whichever is larger. A resonance much narrower than its distance from $E_c$ disturbs the averages strongly only in the periods that overlap it. A coupling falling off as $1/r^2$ is outside the proof.

Let $\chi$ be the all-channel scattering matrix at $E_c$, relative to Coulomb waves, $P_{ab}=|\chi_{ab}|^2$, and $S$ the open-channel matrix below $E_c$. For one closed channel coupled to at least one open channel, the averages over $\nu_0\le\nu<\nu_0+1$ obey, as $\nu_0\to\infty$,
\begin{align}
\langle |S_{ij}|^2\rangle&\to P_{ij}+\frac{P_{ic}P_{cj}}{\sum_{k\,\mathrm{open}}P_{kc}},\label{gail}\\
\langle S_{ij}\rangle&\to\chi_{ij}.\label{lin}
\end{align}
By (\ref{gail}), the averaged cross section between two old channels generally drops when the new one opens. By (\ref{lin}), the total cross section from a given channel, with its elastic part defined as in Section 6, joins continuously. The claim that averaged cross sections are continuous holds in this second sense.

\section{The Coulomb tail on both sides of threshold}

\subsection*{An integral solution}

With $\kappa=1/\nu$, a closed channel obeys
\begin{equation}
u''+\left[\frac2r-\frac{l(l+1)}{r^2}-\kappa^2\right]u=0 .
\end{equation}
Put $u=r^{l+1}y$. The centrifugal terms cancel, leaving $ry''+2(l+1)y'+(2-\kappa^2r)y=0$. Insert $y=\int e^{rs}\varphi(s)\,ds$:
\begin{equation}
\int e^{rs}\left[r(s^2-\kappa^2)+2(l+1)s+2\right]\varphi\,ds=0 .
\end{equation}
Since $re^{rs}=d(e^{rs})/ds$, integrate the first term by parts. If the end term $e^{rs}(s^2-\kappa^2)\varphi$ vanishes, it suffices that
\begin{equation}
(s^2-\kappa^2)\varphi'=(2ls+2)\varphi,\qquad
\varphi=(s^2-\kappa^2)^l\left(\frac{s-\kappa}{s+\kappa}\right)^{1/\kappa}.
\end{equation}
Choose the branch whose last factor tends to 1 at infinity, with its cut on $[-\kappa,\kappa]$. Let $I$ be the integral of $e^{rs}\varphi$ from $s=\kappa$ through the upper half-plane to $-\infty$. Both end terms vanish. The mirror path gives $\bar I$. Define, with a real constant $C$,
\begin{equation}
h^+=-iC\,r^{l+1}I,\qquad h^-=\overline{h^+}.
\end{equation}
The sum $h^++h^-=-iCr^{l+1}(I-\bar I)$ is an integral round the whole cut, because the two tails towards $-\infty$ cancel. A finite closed path gives an entire function of $r$, so the sum is the solution regular at the origin.

\subsection*{The decaying solution}

Now take a loop from $-\infty$ below the axis, crossing between $-\kappa$ and $\kappa$, and back to $-\infty$ above. On it use the branch $[(\kappa-s)/(\kappa+s)]^{\nu}$, which is positive at the crossing. Near $s=-\kappa$ the integrand behaves as $e^{rs}(s+\kappa)^{l-\nu}$, so at large $r$ the loop gives
\begin{equation}
u\propto r^{l+1}\,\frac{e^{-\kappa r}r^{\nu-l-1}}{\Gamma(\nu-l)}=\frac{r^{\nu}e^{-\kappa r}}{\Gamma(\nu-l)},
\end{equation}
which is non-zero and decays for $\nu>l$.

Move the crossing to $s=\kappa$, where the integrand vanishes. In the upper half-plane $\kappa-s=e^{-i\pi}(s-\kappa)$, so the loop branch is $e^{-i\pi\nu}\varphi$. In the lower half-plane it is $e^{i\pi\nu}\varphi$. The lower piece runs towards $\kappa$, hence a minus sign:
\begin{equation}
u=r^{l+1}\left(e^{-i\pi\nu}I-e^{i\pi\nu}\bar I\right)
=\frac iC\left(e^{-i\pi\nu}h^++e^{i\pi\nu}h^-\right).\label{decay}
\end{equation}
The ratio of the incoming to the outgoing coefficient is $e^{2\pi i\nu}$, for every $l<\nu$.

\subsection*{Above threshold and at threshold}

For $E=E_c+k^2/2$ put $\kappa=ik$ and start $I$ at $s=ik$. There $(s^2+k^2)\varphi$ vanishes as $|s-ik|^{l+1}$, so the end term is again absent. Running the path straight to the left, $s=ik-t$, gives at large $r$
\begin{equation}
r^{l+1}I\propto r^{l+1}e^{ikr}\int_0^\infty e^{-rt}t^{\,l-i/k}dt\propto e^{i(kr+\ln r/k)} ,
\end{equation}
an outgoing Coulomb wave. The sum $h^++h^-$ is still regular: it differs from the integral round the cut by a finite integral between $\pm ik$, which is also entire in $r$.

Both families have the same limit. Away from the origin,
\begin{equation}
\frac1\kappa\ln\frac{s-\kappa}{s+\kappa}=-\frac2s-\frac{2\kappa^2}{3s^3}-\dots,\qquad
\varphi\to s^{2l}e^{-2/s}.
\end{equation}
Near the origin let the path leave to the right. Below threshold, on $s=x>\kappa$, the power factor lies between 0 and 1. Above, on $s=ik+x$ with $x>0$, its modulus is $\exp[-\arctan(2k/x)/k]\le1$. These bounds allow the limit to be taken under the integral, so $I$ and its $r$ derivative are continuous at $E_c$.

To identify the limit, note that the threshold equation is solved by $\sqrt r$ times Bessel functions of order $2l+1$ and argument $\sqrt{8r}$. On the circle $s=\sqrt{2/r}\,e^{i\theta}$ the exponent is $rs-2/s=i\sqrt{8r}\sin\theta$. It is stationary at $\theta=\pi/2$, which gives a wave $e^{i\sqrt{8r}}$ without an incoming partner. Regularity of $h^++h^-$ fixes the phase, up to an irrelevant sign:
\begin{equation}
h^+\to\sqrt{\pi r}\,H^{(1)}_{2l+1}(\sqrt{8r}).
\end{equation}
Its Wronskian is $h^-h^{+\prime}-h^{-\prime}h^+=2i$. By continuity $C$ can be chosen to give this value on both sides near $E_c$. In the open channels the corresponding waves are $h^\pm=(F\mp iG)/\sqrt k$, with $F$ and $G$ the regular and irregular Coulomb functions.

\section{From the core to the open channels}

Outside the core write $\Psi_a=h^-_a a_a+h^+_a b_a$ in every channel, with no condition yet at infinity. A real symmetric interaction makes the matrix Wronskian of any two core solutions vanish at the boundary. For $\bar\Psi$ and $\Psi$ this gives
\begin{equation}
2i\sum_a\left(|b_a|^2-|a_a|^2\right)=0 .
\end{equation}
If all $a_a=0$, all $b_a=0$. The matching equations therefore determine $b=\chi a$ uniquely, and $\chi$ is unitary. For two solutions without conjugation the Wronskian gives $a^{(1)T}b^{(2)}=b^{(1)T}a^{(2)}$, so $\chi=\chi^T$. All this holds at $E_c$ too. The matching equations have continuous coefficients and a non-zero determinant there, so $\chi(E)$ is continuous through the threshold. A pure Coulomb field has $\chi=1$, because $h^-+h^+$ is regular.

Below $E_c$ the closed components must decay. By (\ref{decay}), $a_c=zb_c$ with $z=e^{2\pi i\nu}$. Hence
\begin{align}
b_c&=\chi_{co}a_o+z\chi_{cc}b_c
\;\Rightarrow\; b_c=(1-z\chi_{cc})^{-1}\chi_{co}a_o,\\
b_o&=\chi_{oo}a_o+z\chi_{oc}b_c=Sa_o,\\
S&=\chi_{oo}+z\chi_{oc}(1-z\chi_{cc})^{-1}\chi_{co}.\label{S}
\end{align}
For one closed channel write $\chi_{cc}=|\chi_{cc}|e^{2\pi i\mu}$. The poles, $z\chi_{cc}=1$, lie at
\begin{equation}
\nu=n-\mu+\frac{i}{2\pi}\ln|\chi_{cc}| .
\end{equation}
So $\mu$ is the quantum defect. Twice the distance of a pole from the real axis, $-\ln|\chi_{cc}|/\pi$, is taken as the width in $\nu$; it equals the full width at half maximum of $1/|1-z\chi_{cc}|^2$ when the resonances are narrow.

\section{The averages}

\subsection*{One closed channel}

First hold $\chi$ fixed. Since $|\chi_{cc}|<1$, the geometric series converges uniformly on $|z|=1$:
\begin{equation}
S_{ij}=\chi_{ij}+\sum_{n=0}^{\infty}z^{n+1}\chi_{ic}\chi_{cc}^n\chi_{cj}.
\end{equation}
Averaging removes every positive power of $z$ and gives (\ref{lin}). In $|S_{ij}|^2$ products of different powers vanish, so
\begin{equation}
\langle|S_{ij}|^2\rangle=P_{ij}+P_{ic}P_{cj}\sum_{n=0}^\infty|\chi_{cc}|^{2n}
=P_{ij}+\frac{P_{ic}P_{cj}}{1-|\chi_{cc}|^2}.
\end{equation}
Unitarity of column $c$ gives $1-|\chi_{cc}|^2=\sum_kP_{kc}$, and (\ref{gail}) follows. The added term is the capture probability $P_{cj}$ times the branching fraction $P_{ic}/\sum_kP_{kc}$. Summed over $i$ it returns $P_{cj}$, so no flux is lost.

If all $\chi_{kc}$ are of small order $\epsilon$, the added term is of order $\epsilon^2$, as is $P_{cj}$ itself. It does not become negligible beside capture. The resonances narrow, with $-\ln|\chi_{cc}|/\pi\approx\sum_kP_{kc}/(2\pi)$, but the resonant amplitude at the peak, $|\chi_{ic}\chi_{cj}|/(1-|\chi_{cc}|)\approx2|\chi_{ic}\chi_{cj}|/\sum_kP_{kc}$, stays of order one.

\subsection*{Several closed channels}

All closed channels share the same $z$, whatever their $l$. If the eigenvalues of $\chi_{cc}$ have moduli below 1, the matrix series converges, $\langle S\rangle=\chi_{oo}$, and
\begin{equation}
\langle|S_{ij}|^2\rangle=P_{ij}+\sum_{n=0}^\infty\left|(\chi_{oc}\chi_{cc}^n\chi_{co})_{ij}\right|^2 .
\end{equation}
Let $v_0$ be column $j$ of $\chi_{co}$ and $v_n=\chi_{cc}^nv_0$. Unitarity, $\chi_{oc}^\dagger\chi_{oc}=1-\chi_{cc}^\dagger\chi_{cc}$, makes the sum over $i$ telescope:
\begin{equation}
\sum_{n}v_n^\dagger\chi_{oc}^\dagger\chi_{oc}v_n=\sum_n\left(|v_n|^2-|v_{n+1}|^2\right)=|v_0|^2=\sum_cP_{cj}.
\end{equation}
All captured flux returns. The individual averages follow from $G=\sum_nv_nv_n^\dagger$, which solves $G=v_0v_0^\dagger+\chi_{cc}G\chi_{cc}^\dagger$. The added term is $(\chi_{oc}G\chi_{oc}^\dagger)_{ii}$.

\subsection*{Averaging over energy}

Since $dE=d\nu/\nu^3$, an energy average over one period has, with $\nu=\nu_0+t$, the normalized weight $1-(3/\nu_0)(t-\tfrac12)+O(\nu_0^{-2})$. It differs from the $\nu$ average by
\begin{equation}
-\frac3{\nu_0}\int_0^1\left(t-\tfrac12\right)|S_{ij}|^2dt+O(\nu_0^{-2}).
\end{equation}
The energy lies $1/(2\nu^2)$ below threshold. A core solution differentiable in energy changes by this order, and so do the waves $h^\pm$, since the first correction in the expansion of $\ln\varphi$ is of order $\kappa^2=1/\nu^2$. The drift of $\chi$ therefore adds an error of order $\nu_0^{-2}$. Both vanish at threshold. A window of several whole periods is a weighted sum of single ones, and the result holds for it if $\chi$ is nearly constant across it. In a $\nu$ average, a left-over fraction of a period adds an error that falls only as the inverse of the window's length.

\section{What is continuous, and when}

The core adds an amplitude to that of pure Coulomb scattering. For an s wave, and for other partial waves up to a constant statistical factor, the square of this added amplitude, integrated over angle, is $\sigma_{i\to j}=(\pi/k_i^2)|\delta_{ij}-S_{ij}|^2$. For $i=j$ it leaves out the Coulomb cross section, whose integral diverges, and the interference between the two amplitudes. At a fixed non-zero angle the interference is linear in $S_{ii}$, so by (\ref{lin}) its average is continuous too. Summing over final channels and using unitarity,
\begin{equation}
\sigma_i^{\rm tot}=\frac{\pi}{k_i^2}\left(1-2\,{\rm Re}\,S_{ii}+\sum_j|S_{ij}|^2\right)=\frac{2\pi}{k_i^2}\left(1-{\rm Re}\,S_{ii}\right).
\end{equation}
It is linear in $S_{ii}$, so by (\ref{lin}) its average below threshold joins the value above, where the sum includes $i\to c$.

The summed inelastic cross section is not continuous. For one closed channel it is $(\pi/k_i^2)(1-\langle|S_{ii}|^2\rangle)$ below and $(\pi/k_i^2)(1-P_{ii})$ above. It rises by $(\pi/k_i^2)P_{ic}^2/\sum_kP_{kc}$, the part that was captured and sent back elastically.

The result changes if the excited core can decay by itself, for instance by emitting a photon, at a rate $A$. Replace $E_c$ by $E_c-iA/2$. To first order $\nu$ becomes $\nu+iA\nu^3/2$, and $z$ acquires the factor $\eta=e^{-\pi A\nu^3}$. With $\eta$ constant over a period, the series gives
\begin{equation}
\langle|S_{ij}|^2\rangle=P_{ij}+\frac{\eta^2P_{ic}P_{cj}}{1-\eta^2|\chi_{cc}|^2}.
\end{equation}
For $2\pi A\nu^3\ll\sum_kP_{kc}$, when the captured electron is re-emitted well before the core decays, this is (\ref{gail}) again. For $A\nu^3\gg1$, while still $A\nu^2\ll1$, it tends to $P_{ij}$: the core decays before the electron returns, and the cross section between old channels is then itself continuous.

\section{A three-channel model}

Three s-wave channels have thresholds 0, 0.3 and 0.6 hartree. Inside 2 bohr the potential matrix is constant, with $-2$ hartree on the diagonal and couplings $V_{12}=0.30$, $V_{13}=0.25$, $V_{23}=0.35$ hartree. Outside there is only $-1/r$. Below threshold $S$ was found by matching directly to decaying Whittaker functions, without (\ref{S}). The matrix $\chi$ came from matching at 0.6 hartree to the threshold Hankel functions in the new channel and to Coulomb functions in the channels already open.

At 0.6 hartree the probabilities needed are $P_{12}=0.2322$, $P_{13}=0.1545$ and $P_{23}=0.3858$. The capture term is
\begin{equation}
\frac{0.1545\times0.3858}{0.1545+0.3858}=0.1103,
\end{equation}
so the predicted average is $0.2322+0.1103\approx0.3426$, allowing for rounding. The direct $\nu$ average over 40--41 is 0.3425, although the sampled $|S_{12}|^2$ runs from 0.0007 to 0.8164. With $|\chi_{cc}|=0.678$ the width $-\ln|\chi_{cc}|/\pi$ is 0.124 in $\nu$, against 0.125 for the full width at half maximum of $1/|1-z\chi_{cc}|^2$.

From $\nu_0=10$ to 20 to 40 the largest absolute error among the four averaged probabilities falls from $6.1\times10^{-4}$ to $1.5\times10^{-4}$ to $3.9\times10^{-5}$, a factor of about four each time. For energy averages it falls from $1.9\times10^{-3}$ to $1.0\times10^{-3}$ to $5.2\times10^{-4}$, a factor of about two. These are the two orders derived above.

At threshold $k_1^2=1.20$ bohr$^{-2}$ and $\pi/k_1^2=2.618$ bohr$^2$. The $1\to2$ cross section drops from an average of 0.897 to 0.608 bohr$^2$, while $1\to3$ opens at 0.405 bohr$^2$. The flux account closes: 0.289 bohr$^2$ of the new cross section had gone to channel 2 and 0.116 bohr$^2$ had returned to channel 1. The latter is the rise of the summed inelastic cross section. The total is 4.129 bohr$^2$ below and 4.130 bohr$^2$ above.

A fourth channel, with its threshold also at 0.6 hartree, tests the matrix form. The largest eigenvalue modulus of $\chi_{cc}$ is 0.932, so one series is narrow. The direct average of $|S_{12}|^2$ is 0.4202, as predicted, against 0.3270 above threshold. The total strength from channel 1, in units of $\pi/k_1^2$, is 1.988 both below and above. The fourth decimal below threshold moves by about $3\times10^{-4}$ with the sampling of the narrow resonance, which 100 quadrature points do not fully resolve. The full set of values is in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
core radius = 2.0 bohr; thresholds = 0.0, 0.3, 0.6 hartree
core potential, 3 channels (hartree):
   -2.00    0.30    0.25
    0.30   -2.00    0.35
    0.25    0.35   -2.00
core potential, 4 channels (hartree):
   -2.00    0.30    0.25    0.40
    0.30   -2.00    0.35   -0.30
    0.25    0.35   -2.00    0.30
    0.40   -0.30    0.30   -1.20
largest contour-formula ratio error = 5.5e-15
P = |chi|^2 at threshold, 3 channels (dimensionless):
  0.6132  0.2322  0.1545
  0.2322  0.3820  0.3858
  0.1545  0.3858  0.4597
|chi_cc| = 0.6780
quantum defect modulo 1 = 0.1291
resonance full width in nu = 0.1237
above threshold by 0.020 hartree: max change of P = 0.0140
above threshold by 0.005 hartree: max change of P = 0.0035
capture term P13*P32/(P13+P23) = 0.1103
predicted <|S12|^2> = 0.3426
nu 10-11: <|S12|^2> nu-avg 0.3420, E-avg 0.3445
  max error: nu-avg 6.1e-04, E-avg 1.9e-03
nu 20-21: <|S12|^2> nu-avg 0.3424, E-avg 0.3436
  max error: nu-avg 1.5e-04, E-avg 1.0e-03
nu 40-41: <|S12|^2> nu-avg 0.3425, E-avg 0.3431
  max error: nu-avg 3.9e-05, E-avg 5.2e-04
|S12|^2 sampled range, nu 40-41: 0.0007 to 0.8164
max pointwise error of closed-channel formula = 4.9e-04
<S11> below = 0.2114+0.7541j; chi11 = 0.2113+0.7541j
k1^2 = 1.20 bohr^-2; pi/k1^2 = 2.6180 bohr^2
sigma 1->2 averaged below = 0.8967 bohr^2
sigma 1->2 at threshold from above = 0.6080 bohr^2
sigma 1->3 at threshold from above = 0.4045 bohr^2
total from 1, averaged below = 4.1291 bohr^2
total from 1, from above = 4.1298 bohr^2
rise of summed inelastic sigma = 0.1157 bohr^2
4 channels: <|S12|^2> direct 0.4202, predicted 0.4202, P12 above 0.3270
4 channels: spectral radius of chi_cc = 0.9320
4 channels: total strength below 1.9875, above 1.9880
\end{verbatim}
